\section*{Arcsine ion energy distribution behind a slow sinusoidal sheath}

\section{A biased substrate and one ion}

A substrate in a plasma-enhanced deposition reactor is driven by an alternating bias. Positive ions leave the plasma, fall through the thin sheath in front of the film, and strike it. The film responds to the energy of each impact, while a voltmeter gives a mean voltage and an amplitude. What energies do the ions bring, and in what proportions?

Begin with a steady sheath. Let $V>0$ be the voltage drop from the sheath edge to the surface, and let a singly charged ion enter with kinetic energy $E_0$. Without collisions it arrives with
\begin{equation}
E=E_0+eV .
\end{equation}
The distribution is a single line. Now let the drop oscillate,
\begin{equation}
V(t)=V_0+V_1\cos\omega t,\qquad 0<V_1<V_0 ,
\label{wave}
\end{equation}
so slowly that it hardly changes while one ion crosses. Each ion then sees a frozen sheath. With $\theta$ the phase at entry,
\begin{equation}
E(\theta)=E_c+eV_1\cos\theta,\qquad E_c=E_0+eV_0 .
\label{frozen}
\end{equation}

Suppose that ions enter at a constant rate, all with the same $E_0$. Then $\theta$ is uniform, with probability $d\theta/2\pi$. An energy inside the range is reached at two phases per cycle, $\theta$ and $2\pi-\theta$, with equal slopes in magnitude. The density per ion is therefore
\begin{align}
f(E)&=2\cdot\frac{1}{2\pi}\,\frac{1}{|dE/d\theta|}
=\frac{1}{\pi eV_1|\sin\theta|}\nonumber\\
&=\frac{1}{\pi\sqrt{(eV_1)^2-(E-E_c)^2}},
\end{align}
where $\sin^2\theta=1-\cos^2\theta$ and (\ref{frozen}) were used. Factoring the difference of squares gives
\begin{equation}
f(E)=\frac{1}{\pi\sqrt{(E_{\max}-E)(E-E_{\min})}},\qquad
E_{\max,\min}=E_c\pm eV_1 ,
\label{law}
\end{equation}
and $f=0$ outside these limits. The voltage is stationary at its turning points, so many ions enter while it is close to them. As $V_1\to0$ the two peaks merge into the single line of the steady sheath.

\section{How much is in a peak?}

The density diverges at both ends, but the number of ions does not. Put $y=(E-E_c)/(eV_1)$. Ions with energy below $E$ have $\cos\theta<y$, so their phases lie between $\arccos y$ and $2\pi-\arccos y$. Hence
\begin{equation}
F(E)=\frac{2\pi-2\arccos y}{2\pi}
=\frac12+\frac1\pi\arcsin\frac{E-E_c}{eV_1},
\label{cdf}
\end{equation}
which rises from 0 to 1 and gives the law its name. The fraction within $\delta$ of the upper end comes from $|\theta|<\arccos(1-\delta/eV_1)$:
\begin{equation}
P(\delta)=\frac1\pi\arccos\!\left(1-\frac{\delta}{eV_1}\right)
\simeq\frac1\pi\sqrt{\frac{2\delta}{eV_1}}\quad(\delta\ll eV_1).
\label{edge}
\end{equation}
The last form uses $\cos\alpha\simeq1-\alpha^2/2$. By symmetry the lower peak holds the same fraction. At $\delta=2eV_1$ the exact form gives $P=1$, as it must. Since $\cos\theta$ averages to zero and $\cos^2\theta$ to one half, the mean energy is $E_c$ and the standard deviation is $eV_1/\sqrt2$.

A spread of entry energies makes the peaks finite. Let $E_0$ be uniformly spread over a full width $w<2eV_1$ about its mean. The new density at $E$ is the fraction of the old distribution in a window of width $w$ centred on $E$, divided by $w$. When a window $[a,a+w]$ slides inward from the lower end, its content changes at the rate $f(a+w)-f(a)$. This is negative until the window is centred, because $f$ is larger nearer an end. Sliding the window outward also loses ions. The greatest density is therefore
\begin{equation}
f_{\rm peak}=\frac{P(w)}{w},
\label{smear}
\end{equation}
found a distance $w/2$ inside each end.

\section{The mean voltage is not free}

An insulating film carries no mean current, and neither does a blocking capacitor in series with the bias supply. Charge therefore builds up until electrons and ions arrive in equal numbers over a cycle. This fixes $V_0$ once $V_1$ is chosen. Write the electron thermal energy as $eT$, with $T$ in volts, and let $n_s$ be the density at the sheath edge. Ions of mass $m$ enter at the Bohm speed $u_B=\sqrt{eT/m}$, so $E_0=mu_B^2/2=eT/2$. Maxwellian electrons reach the surface only if their normal velocity satisfies $m_ev^2/2>eV$:
\begin{align}
\Gamma_e&=n_s\sqrt{\frac{m_e}{2\pi eT}}
\int_{\sqrt{2eV/m_e}}^{\infty}v\,e^{-m_ev^2/2eT}\,dv\nonumber\\
&=n_s\sqrt{\frac{eT}{2\pi m_e}}\;e^{-V/T}.
\end{align}
Setting this equal to $n_su_B$ in a steady sheath gives the floating drop
\begin{equation}
V_f=T\ln\sqrt{\frac{m}{2\pi m_e}} .
\end{equation}
In these terms $\Gamma_e/(n_su_B)=e^{(V_f-V)/T}$. For the oscillating sheath the cycle average of this ratio must be one. The average of $e^{-(V_1/T)\cos\theta}$ is the modified Bessel function $I_0(V_1/T)$, so
\begin{equation}
e^{(V_f-V_0)/T}I_0(V_1/T)=1
\;\Rightarrow\;
V_0=V_f+T\ln I_0(V_1/T).
\label{bias}
\end{equation}

For $V_1\to0$, $I_0\to1$ and the floating drop returns. For $V_1\gg T$, $I_0(a)\simeq e^a/\sqrt{2\pi a}$, and the smallest drop becomes
\begin{equation}
V_0-V_1\simeq V_f-\frac T2\ln\frac{2\pi V_1}{T}.
\label{vmin}
\end{equation}
At fixed $T$ the lower peak thus moves down only logarithmically as the amplitude grows, while the upper peak rises by nearly $2e$ times the increase in $V_1$. The model needs $V_0>V_1$; otherwise the sheath would reverse.

\section{Numbers for a 100 kHz bias}

Take $m=30$ u, $T=3.0$ V, $V_1=40$ V and $\omega/2\pi=100$ kHz. The floating drop is $V_f=13.61$ V, and (\ref{bias}) gives $V_0=46.99$ V. The drop therefore swings between 6.99 and 86.99 V. The large-amplitude form (\ref{vmin}) gives $13.61-6.64=6.97$ V for the minimum, close to the full result.

With $E_0=1.50$ eV the ends of the distribution are
\begin{align}
E_{\min}&=1.50+46.99-40.00=8.49\ \text{eV},\nonumber\\
E_{\max}&=1.50+46.99+40.00=88.49\ \text{eV}.
\end{align}
The mean is 48.49 eV and the standard deviation $40/\sqrt2=28.3$ eV. The density is lowest at the mean, $1/(40\pi)=0.0080$ per eV.

Let the entry-energy spread have full width $w=T/2$ in energy units, 1.5 eV, chosen as a plausible scale. Equation (\ref{edge}) puts $\arccos(0.9625)/\pi=0.087$ of the ions within 1.5 eV of each end. The two strips hold 17\% of the ions in less than 4\% of the energy range. By (\ref{smear}) the smeared peaks reach $0.087/1.5=0.058$ per eV, about seven times the density at the mean.

Suppose that a film property is sensitive to impacts above 70 eV, a threshold chosen for illustration. The mean lies well below it, yet
\begin{equation}
1-F(70\ \text{eV})=\frac12-\frac1\pi\arcsin\frac{70-48.49}{40}=0.319 .
\end{equation}
Almost a third of the ions exceed it.

\section{Letting the ion take time}

To judge ``slow'' one needs a field profile. Let $U(x)$ be the drop from the sheath edge to depth $x$. Neglect electrons inside the sheath and the entry energy. Then the ion speed is $\sqrt{2eU/m}$, and flux conservation with Poisson's equation gives
\begin{equation}
\frac{d^2U}{dx^2}=\frac{e n_su_B}{\varepsilon_0}\sqrt{\frac{m}{2eU}} .
\end{equation}
Insert $U=V(x/s)^{4/3}$, which has zero field at the edge. Both sides vary as $x^{-2/3}$, and their coefficients agree if
\begin{equation}
\frac{4V}{9s^2}=\frac{en_s}{\varepsilon_0}\sqrt{\frac{T}{2V}}
\;\Rightarrow\;
s=\frac{\sqrt2}{3}\lambda_D\left(\frac{2V}{T}\right)^{3/4},
\label{child}
\end{equation}
where $\lambda_D=\sqrt{\varepsilon_0T/(en_s)}$. This is the Child-law sheath.

First hold $s$ fixed while $V$ oscillates. In a frozen field an ion of negligible entry speed has $v=v_f(x/s)^{2/3}$, with $v_f$ its final speed. Thus
\begin{equation}
t(x)=\int_0^x\frac{dx'}{v}=\tau\left(\frac xs\right)^{1/3},
\qquad \tau=\frac{3s}{v_f}.
\end{equation}
Let $g=(x/s)^{4/3}$ be the fraction of the drop already crossed, so that $t=\tau g^{1/4}$. For entry at $t_0$, expand the voltage about its entry value:
\begin{align}
K&=e\int_0^1V(t_0+t)\,dg
\simeq eV(t_0)+e\dot V(t_0)\,\tau\int_0^1g^{1/4}dg\nonumber\\
&=eV(t_0)+\tfrac45\,\tau e\dot V(t_0).
\label{lag}
\end{align}
The change of the path itself enters at second order, since the frozen term integrates to $eV(t_0)$ on any path. The ion samples the voltage slightly late, mostly near the surface where the field is strongest.

First-order errors in the energies of single ions might seem to imply a first-order error in the distribution. In the mean energy it cancels: $\tau$ depends only on $V$, so the cycle integral of $\tau(V)\dot V$ is $\oint\tau(V)\,dV=0$. The rising and falling halves of the cycle compensate.

\section{The same cancellation with a moving edge}

The real edge moves, because $s$ depends on $V$. Count ions at a fixed plane that the edge never passes, where their rate is constant. Write the voltage as $V_0+V_1\cos(\omega t+\theta)$ for an ion crossing this plane at $t=0$, and let $K(\theta;\omega)$ be its impact energy. Assume that the instantaneous voltage fixes the whole field profile. Since $\cos(-\omega t+\theta)=\cos(\omega t-\theta)$,
\begin{equation}
K(\theta;-\omega)=K(-\theta;\omega).
\end{equation}
For any smooth function $h$ of energy, the average over ions is
\begin{equation}
\langle h\rangle_\omega=\frac1{2\pi}\int_0^{2\pi}h\big(K(\theta;\omega)\big)\,d\theta .
\end{equation}
Changing the sign of $\omega$ only relabels $\theta$, so this average is even in $\omega$. If it can be expanded about $\omega=0$, there is no linear term:
\begin{equation}
\langle h\rangle_\omega=\langle h\rangle_0+O(\omega^2).
\end{equation}
Here $\langle h\rangle_0$ is the average over the arcsine law. The argument uses steady entry flux and a waveform that looks the same when time is reversed about a crest, as a sinusoid does. This symmetry is sufficient but not necessary. To first order the correction to $K$ has the form $A(V)\dot V$, and its effect on $\langle h\rangle$ is proportional to $\oint h'(E_0+eV)A(V)\,dV=0$ for any smooth periodic waveform.

For the example take $n_s=5\times10^{10}$ cm$^{-3}$. Equation (\ref{child}) gives thicknesses of 0.086, 0.359 and 0.570 mm at the minimum, mean and maximum voltage. Place the counting plane 0.570 mm from the surface. Each ion drifts from it at $u_B=3.11$ km/s until it meets the moving edge, then accelerates in the instantaneous Child field. I integrated this motion by a fourth-order Runge--Kutta method for 720 equally spaced entry phases.

The longest delay between plane and surface is 174 ns, or 0.109 rad of bias phase. Most of it is drift: $(0.570-0.086)$ mm at the Bohm speed takes 156 ns. Individual energies differ from (\ref{frozen}) by 1.6 eV rms, but the mean energy shifts by only 0.005 eV and the ends by about 0.002 eV or less. The largest difference between the computed cumulative distribution and (\ref{cdf}) is 0.003, and the fraction above 70 eV is again 0.319.

The scaling can be tested by halving the frequency. The rms single-ion error falls by a factor 2.00. The shifts of the first three moments of $(K-E_c)/(eV_1)$, combined as the length of a vector, fall by 4.00. These are the linear and quadratic laws. The largest gap in the cumulative distribution is not a smooth average. It sits at the upper end, where an end shift of order $\omega^2$ enters through the square root in (\ref{edge}), so it falls only linearly, from 0.0032 to 0.0016.

\section{The opposite limit}

Now raise the frequency, holding $V_0$, $V_1$ and the thickness $s=0.359$ mm fixed. With $g(t)$ evaluated along the path and $t_i$ the impact time, integrate the oscillating part of the energy gain by parts:
\begin{align}
eV_1\!\int_0^{t_i}\!\cos(\omega t+\theta)\,\dot g\,dt
={}&\frac{eV_1}{\omega}\Big[\dot g\sin(\omega t+\theta)\Big]_0^{t_i}\nonumber\\
&-\frac{eV_1}{\omega}\int_0^{t_i}\!\ddot g\sin(\omega t+\theta)\,dt .
\end{align}
The field vanishes at the edge, so $\dot g=0$ there; at the surface $\dot g=4v_f/(3s)$. The last integral averages out when many cycles pass during the crossing. The impact phase takes every value, and the full width tends to
\begin{equation}
\Delta E\simeq\frac{8eV_1v_f}{3\omega s}.
\label{fast}
\end{equation}
The ion now responds mainly to the mean voltage.

Trajectories entering at the Bohm speed give full widths of 58 eV at 13.56 MHz and 14 eV at 60 MHz, against 80 eV in the slow limit. At 60 MHz, (\ref{fast}) with $v_f=17.7$ km/s gives 13.9 eV, in good agreement. The limit is approached slowly and from both sides: with a finite entry speed $\ddot g\propto t^{-2/3}$ near the edge, so the neglected integral falls only as $\omega^{-1/3}$. The trajectory width lies 6\% below (\ref{fast}) at 27 MHz and still differs from it by up to about 3\%, of either sign, between 40 and 600 MHz. These widths belong to the fixed thickness assumed here; a moving edge would change them. In the steady Child field at $V_0$ the crossing takes 40 ns, which is 0.025 rad at 100 kHz but 3.4 rad at 13.56 MHz. The cold-entry estimate $3s/v_f$, with $v_f=17.4$ km/s when the entry energy is left out, would give 62 ns. The shorter time comes from adding the entry speed while keeping the field derived without it. If the entry energy were kept in Poisson's equation too, the sheath would be thicker and most of this saving would disappear.

\section{Beside a real reactor}

The parameters are round values chosen to illustrate a biased substrate table in a low-pressure plasma. The low bias frequency matters: at 13.56 MHz the arcsine width would be a poor estimate for this sheath. At 5 mTorr and 400 K, with a rough ion--neutral cross-section of $5\times10^{-15}$ cm$^2$, the mean free path is 17 mm. About 3\% of ions collide in the thickest sheath. After charge exchange the new ion starts almost from rest and gains only the rest of the drop, so it arrives with less energy, most often between the two peaks. The Child law is crude at 7 V, where electrons still enter the sheath. It is only approximate at the mean voltage as well: keeping the ions' entry energy in Poisson's equation would make the sheath there about a quarter thicker. This affects the delays and the widths at high frequency, but not the slow limit (\ref{law}).

The film itself barely disturbs the oscillating voltage. The ion current is $en_su_B=2.5$ mA/cm$^2$. Integrating the net current over a cycle and dividing by the film capacitance, for a thickness of 10 nm and relative permittivity 10, gives a ripple of 22 mV. The corresponding field swing is 0.022 MV/cm, far below the rough breakdown scale of several MV/cm for a dense oxide. The steady part is another matter. If the supply has zero mean and the plasma stays $V_f$ above ground, the excess $V_0-V_f=33$ V must appear between the supply and the film surface. Across 10 nm of film alone it would be 33 MV/cm. A blocking capacitor in series with the supply, with a capacitance much smaller than the film's, must take nearly all of this voltage. It cannot be made arbitrarily small, because the same alternating charge passes through it. Suppose that film and capacitor start uncharged and do not leak. At one thirtieth of the film's capacitance the capacitor then leaves about 1.1 V across the film and has a ripple of 0.65 V; at one thousandth its ripple would be about 20 V, and the sheath voltage would no longer follow the supply.

The sinusoidal sheath voltage is also an assumption. At minimum drop the electron current is $e^{(13.61-6.99)/3}\simeq9$ times the ion current, and the source must carry the difference without sagging. The grounded wall must return this current through its own ion flux. With the same edge density there, its area must be well over eight times the substrate's if the plasma potential is to stay nearly fixed. If the circuit limits the electron current to $R$ times the ion current, the drop cannot fall below $V_f-T\ln R$. Halving $R$ from 9 raises the lower end by $3\ln2=2.1$ eV. The waveform is then flattened near its minimum, which puts more ions in the lower peak, and the two peaks are no longer equal. Zero mean current must still hold, so the rest of the waveform moves down. For a 40 V sinusoid clipped at this level the upper end falls by about 4 eV, the fraction above 70 eV drops from 0.32 to 0.28, and the lowest 1.5 eV holds 20\% of the ions. Several ion species, secondary electrons and motion of the plasma potential are also left out here.
